\section*{Why free fluoride alone does not etch silicon dioxide}

\section{More free fluoride, less etching}

A solution containing 1 mol/L of total fluoride at pH 3.2 removes silicon dioxide at about 19 nm/min. At pH 9 the same total fluoride gives about $4\times10^{-4}$ nm/min, although the concentration of free fluoride ion has risen from 0.25 to 1.00 mol/L. If free fluoride were the etchant, a fourfold increase in its concentration should not lower the rate by a factor of more than forty thousand.

These rates are calculated, not measured, and the one at pH 9 is an extrapolation. They come from an empirical law which summarises the behaviour of oxide in dilute hydrofluoric acid near room temperature,
\begin{equation}
R=a[\mathrm{HF}]+b[\mathrm{HF_2^-}],
\label{eq:rate}
\end{equation}
where $R$ is the thickness removed per unit time. The coefficients used here are $a=15$ and $b=60$ nm/min per mol/L. They have the rough size found for thermally grown oxide and are not precise constants. Such fits are made in acidic baths and can carry a constant offset of the order of 1 nm/min, which is omitted here. Every rate below about that size in what follows is therefore an extrapolation: it shows the trend of the model, not a value to expect in a real bath. The law is an input: speciation cannot derive it. What speciation can do is turn it into a dependence on pH, and show which other laws are incompatible with the observed loss of fluoride etching in alkaline solution.

Concentrations are in mol/L, thicknesses in nm and times in minutes. The solution is treated as ideal and well mixed, and the surface reaction, not transport through the liquid, is taken to limit the rate. More digits are kept below than the rough constants deserve, so that the arithmetic can be followed.

\section{The counter-example in full}

Write
\begin{equation}
h=[\mathrm{HF}],\qquad f=[\mathrm{F^-}],\qquad d=[\mathrm{HF_2^-}].
\end{equation}
Two equilibria connect them. Hydrofluoric acid dissociates, and a molecule of it can bind a fluoride ion to form bifluoride:
\begin{equation}
K_a=\frac{[\mathrm{H^+}]f}{h},\qquad K=\frac{d}{hf}.
\label{eq:equilibria}
\end{equation}
The rough room-temperature values used are $\mathrm{p}K_a=3.2$, that is $K_a=6.31\times10^{-4}$ mol/L, and $K=4$ L/mol. Larger complexes of HF with fluoride are neglected, as are activity corrections. Both omissions affect the numbers at 1 mol/L.

Define the dimensionless acidity
\begin{equation}
s=\frac{[\mathrm{H^+}]}{K_a}=10^{\mathrm{p}K_a-\mathrm{pH}}.
\end{equation}
The first equilibrium gives $h=sf$, and inserting this in the second gives
\begin{equation}
d=Khf=Ksf^2.
\label{eq:species}
\end{equation}
Each bifluoride ion contains two fluorine atoms, so the total fluoride $C$ is
\begin{equation}
C=h+f+2d=(1+s)f+2Ksf^2.
\label{eq:balance}
\end{equation}
This is a quadratic equation for $f$. Its positive root is
\begin{equation}
f=\frac{-(1+s)+\sqrt{(1+s)^2+8KsC}}{4Ks}.
\end{equation}
Multiply numerator and denominator by $(1+s)+\sqrt{(1+s)^2+8KsC}$. The numerator becomes $8KsC$, and division by $4Ks$ leaves
\begin{equation}
f=\frac{2C}{(1+s)+\sqrt{(1+s)^2+8KsC}}.
\label{eq:free}
\end{equation}
This form avoids subtracting nearly equal numbers when $s$ is small. Following the reversible reactions in time until they came to rest gave the same concentrations, with a largest relative difference of $2.5\times10^{-12}$ over the six pH values tested.

Take $C=1$ mol/L. At pH 3.2, $s=1$, and
\begin{equation}
f=\frac{2}{2+\sqrt{4+32}}=0.25\ \text{mol/L}.
\end{equation}
Then $h=sf=0.25$ mol/L and $d=4(0.25)^2=0.25$ mol/L. The rate is
\begin{equation}
R=15(0.25)+60(0.25)=18.75\ \text{nm/min}.
\end{equation}

At pH 9, $s=10^{-5.8}=1.585\times10^{-6}$. Almost all the fluoride is free: $f=1.000$, $h=1.585\times10^{-6}$ and $d=6.339\times10^{-6}$ mol/L. Hence
\begin{align}
R&=15(1.585\times10^{-6})+60(6.339\times10^{-6})\nonumber\\
&=4.04\times10^{-4}\ \text{nm/min}.
\end{align}
In one hour this amounts to 0.024 nm, less than the distance between neighbouring atoms in the oxide.

Now suppose instead that $R=k_Ff$. Requiring agreement at pH 3.2 fixes $k_F=18.75/0.25=75$ nm/min per mol/L. At pH 9 this rival law predicts 75 nm/min, which exceeds the rate from \eqref{eq:rate} by a factor of $1.9\times10^5$. It fails in strong acid too. At pH 0 the free fluoride is $6.27\times10^{-4}$ mol/L, so the rival gives 0.047 nm/min where \eqref{eq:rate} gives 15.1 nm/min. Both laws rise with pH up to the maximum of \eqref{eq:rate}, found below near pH 2.7. Above it the rival keeps rising while \eqref{eq:rate} falls, and no other choice of $k_F$ can repair that.

\section{The correct statement}

Within the two-equilibrium model and the rate law \eqref{eq:rate}, with $a$, $b$, $K$ and $C$ positive, the following holds at fixed total fluoride.

\begin{enumerate}
\item Free fluoride rises with pH and approaches $C$.
\item The etch rate tends to $aC$ in strong acid and to zero in alkali, where it falls tenfold per pH unit.
\item Between these limits the rate has one maximum if $b/a>2+1/(KC)$. Otherwise it falls steadily as pH rises.
\end{enumerate}

Zero is reached only as a limit: the fluoride-driven rate becomes negligible in alkali but is not zero at a finite pH. Attack by hydroxide is a separate process, absent from \eqref{eq:rate}. It may set the remaining loss of oxide in strongly alkaline solution.

\section{Proof for free fluoride}

The right side of \eqref{eq:balance} must stay equal to $C$ as $s$ changes. Differentiating it with respect to $s$ gives
\begin{equation}
f+2Kf^2+(1+s+4Ksf)\frac{df}{ds}=0,
\end{equation}
and therefore
\begin{equation}
\frac{df}{ds}=-\frac{f+2Kf^2}{1+s+4Ksf}<0.
\label{eq:monotone}
\end{equation}
Since $s$ decreases as pH increases, $f$ rises with pH. As $s\to0$, \eqref{eq:free} gives $f\to2C/(1+1)=C$. This proves the first part.

The result excludes more than the linear rival. Let the rate be any increasing function $G(f)$. At fixed $C$ it would rise with pH and be greatest in alkaline solution. The observation that fluoride etching is negligible there contradicts every such law, whatever the form of $G$.

A weaker claim would be that free fluoride contributes alongside the other species, through an added term $cf$ with $c>0$. In alkali this term would approach a plateau $cC$, while the terms in \eqref{eq:rate} continue to fall. If the rate measured in an alkaline bath is below some value $r$, and no contribution is negative, then
\begin{equation}
c<\frac{r}{f}\simeq\frac{r}{C}.
\end{equation}
For instance, an upper limit of 0.01 nm/min at 1 mol/L would require $c<0.01$ nm/min per mol/L, compared with the 75 needed by the rival law. Alkaline fluoride is a sensitive test because it has the most free fluoride and the least of the protonated species.

\section{Proof for the two limits}

Inserting $h=sf$ and $d=Ksf^2$ in \eqref{eq:rate} gives
\begin{equation}
R=sf(a+bKf).
\label{eq:proton}
\end{equation}

In alkali, $s\to0$ and $f\to C$, so
\begin{equation}
R\simeq C(a+bKC)\frac{[\mathrm{H^+}]}{K_a}.
\label{eq:alkaline}
\end{equation}
The prefactor no longer depends on pH. One more pH unit divides $[\mathrm{H^+}]$, and hence $R$, by ten. For the example,
\begin{equation}
R\simeq(15+240)(1.585\times10^{-6})=4.04\times10^{-4}\ \text{nm/min}
\end{equation}
at pH 9. The computed slope of $\log_{10}R$ between pH 9 and pH 10 is $-0.99999$. Of the 255 in the bracket, 240 belongs to bifluoride, so bifluoride supplies 94\% of this small rate. Its share settles to a constant because $d/h=Kf\to KC$: both protonated species disappear in proportion to $[\mathrm{H^+}]$.

The approximation requires $s(1+2KC)\ll1$. To see this, expand \eqref{eq:balance} to first order in $s$, putting $f=C$ in the terms already multiplied by $s$:
\begin{equation}
f\simeq C-sC-2KsC^2=C[1-s(1+2KC)].
\end{equation}
At 1 mol/L the factor $1+2KC$ is 9. At pH 7, $s=1.58\times10^{-4}$, so the relative shortfall of $f$ is about 0.0014, in agreement with the computed $f=0.9986$ mol/L. The relative error of \eqref{eq:alkaline} is about twice this, 0.003, because the rate is nearly quadratic in $f$ here. The rate has already dropped to 0.040 nm/min, so the decline is well advanced in neutral solution.

In strong acid, $s\to\infty$. Since $h=sf$ cannot exceed $C$, we have $f\leq C/s\to0$. Then $d=Khf\leq KC^2/s\to0$ as well. The balance leaves $h\to C$, and
\begin{equation}
R\to aC=15\ \text{nm/min}.
\end{equation}
At pH 0 the computed rate is 15.07 nm/min. Reaching pH 0 requires about 1 mol/L of added strong acid, since 1 mol/L of HF alone gives pH 1.29; the law \eqref{eq:rate} has no term for any direct effect of that acid on the oxide surface, so the plateau $aC$ is a property of the model. Etching therefore continues where free fluoride has almost disappeared. This proves the second part.

\section{Proof for the maximum}

It is convenient to follow the rate as a function of $h$. With $d=Khf$, the balance reads $C=h+f(1+2Kh)$, so
\begin{equation}
f=\frac{C-h}{1+2Kh}.
\label{eq:fh}
\end{equation}
The quotient rule gives
\begin{align}
\frac{df}{dh}&=\frac{-(1+2Kh)-2K(C-h)}{(1+2Kh)^2}\nonumber\\
&=-\frac{1+2KC}{(1+2Kh)^2}.
\label{eq:dfdh}
\end{align}
Thus $f$ falls as $h$ rises. Because $f$ rises with pH, $h$ must fall with pH, from $C$ in strong acid to zero in alkali.

The balance also gives $d=(C-h-f)/2$. The rate is therefore
\begin{equation}
R=ah+\frac b2(C-h-f),
\end{equation}
and its derivative, by \eqref{eq:dfdh}, is
\begin{equation}
\frac{dR}{dh}=a-\frac b2+\frac b2\,\frac{1+2KC}{(1+2Kh)^2}.
\label{eq:drdh}
\end{equation}
This derivative decreases as $h$ grows. At $h=0$ it equals $a+bKC$, which is positive. It can therefore change sign at most once, from positive to negative, and $R$ can have at most one interior maximum.

Setting \eqref{eq:drdh} to zero and solving for the square gives
\begin{equation}
(1+2Kh_*)^2=\frac{(b/2)(1+2KC)}{b/2-a}=\frac{1+2KC}{1-2a/b}.
\label{eq:peak}
\end{equation}
A real solution needs $b>2a$. It must also lie within the available range, $h_*<C$, which means
\begin{equation}
\frac{1+2KC}{1-2a/b}<(1+2KC)^2.
\end{equation}
Both $1+2KC$ and $1-2a/b$ are positive, so this is equivalent to
\begin{equation}
1-\frac{2a}{b}>\frac{1}{1+2KC},
\qquad\text{or}\qquad
\frac{2a}{b}<\frac{2KC}{1+2KC}.
\end{equation}
Taking reciprocals and multiplying by two yields
\begin{equation}
\frac ba>\frac{1+2KC}{KC}=2+\frac1{KC}.
\label{eq:threshold}
\end{equation}
If this fails, $dR/dh$ is positive for all $0<h<C$. Since $h$ falls with pH, so does $R$. This completes the proof.

The threshold has a simple meaning. In strong acid, adding a little base turns some HF into fluoride, which binds further HF. Each bifluoride ion formed uses two fluorine atoms, so $b$ must exceed $2a$ merely to repay the HF consumed. The extra $1/(KC)$ pays for the fluoride that stays free.

For the 1 mol/L example the threshold is 2.25 and $b/a=4$, so there is a maximum. Equation \eqref{eq:peak} gives
\begin{equation}
1+8h_*=\sqrt{\frac{9}{0.5}}=4.243,\qquad h_*=0.405\ \text{mol/L}.
\end{equation}
From \eqref{eq:fh}, $f_*=(1-0.4053)/4.243=0.140$ mol/L. Since $s=h/f$,
\begin{equation}
\mathrm{pH}_*=3.2+\log_{10}\frac{0.1402}{0.4053}=2.74.
\end{equation}
Here $d=0.227$ mol/L and the rate is 19.7 nm/min. At 0.1 mol/L the threshold is 4.5, above the same ratio of 4. The maximum is then absent, and the computed rate falls throughout the tested range from pH 0 to 12.

\section{Why both protonated species are needed}

The bifluoride concentration has its own maximum. For positive $h$ and $f$, $h+f\geq2\sqrt{hf}$, with equality when $h=f$. Since $hf=d/K$, the balance implies
\begin{equation}
2d+2\sqrt{d/K}\leq C.
\end{equation}
The left side increases with $d$, so the largest $d$ occurs at equality, where $h=f$. This means $s=1$ and $\mathrm{pH}=\mathrm{p}K_a$. The balance becomes $2Kh^2+2h-C=0$, with positive root
\begin{equation}
h=f=\frac{\sqrt{1+2KC}-1}{2K}=\frac{3-1}{8}=0.25\ \text{mol/L}.
\end{equation}
The rate peaks at the lower pH of 2.74 because HF, which also contributes, is more abundant there.

Neither species reproduces \eqref{eq:rate} by itself. Between pH 0 and pH 2.74, HF falls from 0.994 to 0.405 mol/L while the rate rises from 15.1 to 19.7 nm/min, so the rate is not an increasing function of HF alone. At pH 0, bifluoride is only 0.0025 mol/L and contributes $60(0.0025)=0.15$ nm/min; HF supplies the rest. These are statements about the empirical law at this concentration. They rest on its coefficients, whereas the exclusion of a rate set by free fluoride alone rests on the alkaline trend.

\section{How added fluoride can still speed etching}

At fixed pH, adding fluoride does raise the rate. Taking the logarithm of \eqref{eq:proton} and differentiating at constant $s$ gives the apparent order in free fluoride,
\begin{equation}
\left.\frac{\partial\ln R}{\partial\ln f}\right|_{\mathrm{pH}}
=1+\frac{bKf}{a+bKf}.
\label{eq:order}
\end{equation}
It lies between one, when HF dominates, and two, when bifluoride dominates. At $f=0.10$ mol/L it is $1+24/39=1.62$. An experiment in buffered acid could thus find a strong dependence on free fluoride and still say nothing in favour of fluoride acting without a proton.

The complementary experiment holds $f$ fixed and changes pH. Equation \eqref{eq:proton} then makes $R$ proportional to $[\mathrm{H^+}]$. Two baths with $f=0.10$ mol/L show this. At pH 3, $s=10^{0.2}=1.585$, and the required total fluoride is
\begin{equation}
C=0.1(2.585)+8(1.585)(0.1)^2=0.385\ \text{mol/L}.
\end{equation}
The rate is $1.585(0.1)(15+24)=6.18$ nm/min. At pH 6 the required total is 0.100 mol/L and the rate is $6.18\times10^{-3}$ nm/min. Within the law \eqref{eq:rate}, equal free fluoride accompanies rates that differ by a factor of 1000, so no function of $f$ alone, increasing or not, can represent both. Both rates are calculated, and the second is an extrapolation; a measured difference between such baths is what would establish the point for real oxide.

\section{Neutralising a real bath}

In practice the pH is set by what is dissolved. Let sodium hydroxide be added to 1 mol/L of HF at constant volume. Electrical neutrality requires
\begin{equation}
[\mathrm{Na^+}]+[\mathrm{H^+}]=[\mathrm{OH^-}]+f+d,
\label{eq:charge}
\end{equation}
with $[\mathrm{OH^-}]=K_w/[\mathrm{H^+}]$ and $K_w=10^{-14}$ (mol/L)$^2$. Solving this together with \eqref{eq:free} gives:

\begin{center}
\begin{tabular}{cccc}
$[\mathrm{Na^+}]$ (mol/L) & pH & $f$ (mol/L) & $R$ (nm/min)\\
0 & 1.29 & 0.011 & 16.0\\
0.50 & 3.20 & 0.251 & 18.7\\
1.00 & 8.95 & 1.000 & $4.5\times10^{-4}$\\
1.01 & 12.00 & 1.000 & $4.0\times10^{-7}$
\end{tabular}
\end{center}

The third bath is plain sodium fluoride. It and the fourth are at about the solubility limit of sodium fluoride at room temperature, and the second is not far from that of sodium bifluoride; the calculation assumes that everything stays dissolved. Consider the third bath. To see why it is alkaline, put $[\mathrm{Na^+}]=C=h+f+2d$ in \eqref{eq:charge}. The terms $f+d$ cancel, leaving
\begin{equation}
[\mathrm{H^+}]+h+d=[\mathrm{OH^-}].
\end{equation}
Fluoride has taken protons from water and left hydroxide behind. With $f\simeq C$, the sum $h+d$ is $[\mathrm{H^+}]C(1+KC)/K_a$, which is about 7900 times $[\mathrm{H^+}]$ here. Neglecting the lone $[\mathrm{H^+}]$ gives
\begin{equation}
[\mathrm{H^+}]\simeq\sqrt{\frac{K_wK_a}{C(1+KC)}}
=1.12\times10^{-9}\ \text{mol/L},
\end{equation}
or pH 8.95. This value holds for an exactly neutralised bath free of carbon dioxide. The solution is almost unbuffered: with 0.999 mol/L of sodium, $h+d\simeq10^{-3}$ mol/L, the pH is 6.9 and the calculated rate is 0.051 nm/min, and carbon dioxide taken up from air lowers the pH in the same direction. The salt solution is rich in fluoride but has lost nearly all of the protonated species. Half-neutralised acid retains them, and at this concentration it etches somewhat faster than the original acid. At 0.1 mol/L, where the rate has no maximum, it would etch more slowly.

\section{What speciation does not decide}

The equilibria allow the two terms of the rate law to be rewritten as
\begin{equation}
ah=\frac{a}{K_a}[\mathrm{H^+}]f,\qquad
bd=bKhf=\frac{bK}{K_a}[\mathrm{H^+}]f^2.
\label{eq:ambiguity}
\end{equation}
A rate proportional to HF is therefore indistinguishable, by its concentration dependence, from one in which a proton and a fluoride ion arrive separately. Likewise, bifluoride cannot be distinguished from HF acting together with fluoride. The proton may even sit on the oxide: if a small fraction of surface sites is protonated in proportion to $[\mathrm{H^+}]$, attack on those sites by fluoride gives the first form in \eqref{eq:ambiguity}.

Measurements can separate the two powers of fluoride. Dividing \eqref{eq:proton} by $[\mathrm{H^+}]f$ gives
\begin{equation}
\frac{R}{[\mathrm{H^+}]f}=\frac{a+bKf}{K_a},
\end{equation}
a straight line in $f$ with intercept $a/K_a$ and slope $bK/K_a$. The same line must be found at every pH. A single pH is not enough: a rate term in $[\mathrm{HF}]^2$ would also give a straight line, but with a slope contribution proportional to $[\mathrm{H^+}]$, and a term in $f$ alone would add $1/[\mathrm{H^+}]$ times a constant to the intercept. If the lines at different pH coincide, a non-zero intercept and slope support both terms of \eqref{eq:rate}. Curvature, or lines that shift with pH, would show that the model is incomplete. The line does not reveal the order in which bonds form and break. Where the rate at fixed free fluoride is proportional to $[\mathrm{H^+}]$, the pH dependence points to fluoride accompanied by one proton, whether that proton arrives with the fluoride or sits on the oxide. Identifying the molecular step needs evidence of another kind.

The full set of concentrations and rates is given in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Total fluoride: 1.00 mol/L; pKa: 3.20
Ka: 6.310e-04 mol/L; K: 4.00 L/mol; Kw: 1.0e-14 (mol/L)^2
Rate coefficients a, b: 15.0, 60.0 nm/min per mol/L
Largest relative speciation difference: 2.5e-12
pH | HF, F-, HF2- (mol/L) | rate (nm/min)
 0.0 | 9.944e-01, 6.274e-04, 2.496e-03 | 1.507e+01
 1.0 | 9.486e-01, 5.985e-03, 2.271e-02 | 1.559e+01
 2.0 | 7.048e-01, 4.447e-02, 1.254e-01 | 1.809e+01
 3.2 | 2.500e-01, 2.500e-01, 2.500e-01 | 1.875e+01
 5.0 | 1.405e-02, 8.863e-01, 4.980e-02 | 3.199e+00
 7.0 | 1.583e-04, 9.986e-01, 6.322e-04 | 4.030e-02
 9.0 | 1.585e-06, 1.000e+00, 6.339e-06 | 4.041e-04
12.0 | 1.585e-09, 1.000e+00, 6.340e-09 | 4.041e-07
Bifluoride peak: pH 3.200, 0.2500 mol/L
Rate peak: pH 2.739, 19.715 nm/min
At rate peak HF, F-, HF2-: 0.4053, 0.1402, 0.2273 mol/L
Strong-acid limiting rate: 15.000 nm/min
Coefficient ratio b/a: 4.00 (dimensionless)
Peak threshold at 1.0 mol/L: 2.25 (dimensionless)
Peak threshold at 0.1 mol/L: 4.50 (dimensionless)
Alkaline slope d(log10 rate)/d(pH): -0.99999
Alkaline-limit rate at pH 9: 4.041e-04 nm/min
Depth in one hour at pH 9: 2.425e-02 nm
Equal-F- baths: F- = 0.10 mol/L
  pH 3.0: total 0.3853 mol/L, rate 6.1811e+00 nm/min
  pH 6.0: total 0.1003 mol/L, rate 6.1811e-03 nm/min
Equal-F- rate ratio: 1000.00 (dimensionless)
Order in F- at pH 3.0: 1.6154
Na+ (mol/L) | bath pH | HF, F-, HF2- (mol/L) | rate (nm/min)
0.00 | 1.288 | 9.081e-01, 1.112e-02, 4.040e-02 | 1.605e+01
0.50 | 3.202 | 2.494e-01, 2.506e-01, 2.500e-01 | 1.874e+01
1.00 | 8.950 | 1.780e-06, 1.000e+00, 7.121e-06 | 4.540e-04
1.01 | 12.000 | 1.585e-09, 1.000e+00, 6.340e-09 | 4.041e-07
Plain-salt pH from approximation: 8.949
Rival coefficient kF: 75.00 nm/min per mol/L
Rival F- law at pH 9: 74.999 nm/min
Rival/actual-law rate at pH 9: 1.856e+05
\end{verbatim}
